# Instability Current of an In-Plane Free Layer

Before a write driver is sized, or the current range of a switching simulation is chosen, one has to decide which magnetic field enters the estimate of the critical current. For a free layer magnetized in its plane, the in-plane anisotropy field $H_K$ is a tempting choice, since it holds the magnetization along its easy axis and sets the thermal barrier. The threshold contains $H_K+M_{\rm eff}/2$ instead, where $M_{\rm eff}$ measures the extra cost of tilting out of the plane. In the example below the two choices differ by a factor of eleven.

## Energy and conventions

Let $\mathbf m$ be the unit vector along the magnetization of a uniformly magnetized layer (a macrospin). The easy axis is $x$, the other in-plane axis is $y$, and the film normal is $z$. With a field $H$ applied along $+x$, the energy density is

$$
E=\mu_0M_s\left[-Hm_x-\tfrac12H_Km_x^2+\tfrac12M_{\rm eff}m_z^2\right]. \tag{1}
$$

The meaning of $M_{\rm eff}$ needs care. Suppose that the layer has demagnetizing factors $N_x,N_y,N_z$ and a perpendicular anisotropy energy $-K_\perp m_z^2$. Its energy without applied field is

$$
\tfrac12\mu_0M_s^2(N_xm_x^2+N_ym_y^2+N_zm_z^2)-K_\perp m_z^2 .
$$

Replacing $m_y^2$ by $1-m_x^2-m_z^2$ and dropping a constant gives (1), with

$$
H_K=(N_y-N_x)M_s,\qquad
M_{\rm eff}=(N_z-N_y)M_s-\frac{2K_\perp}{\mu_0M_s}. \tag{2}
$$

Thus $M_{\rm eff}$ is the hardness of $z$ relative to $y$, not relative to the easy axis. The hardness relative to the easy axis is $M'=H_K+M_{\rm eff}$. In terms of $M'$, the combination $H_K+M_{\rm eff}/2$ reads $H_K/2+M'/2$. The physics is the same, but the two definitions must not be mixed.

The effective field, multiplied by $\mu_0$ so that it is in tesla, is

$$
\mathbf b=-\frac1{M_s}\frac{\partial E}{\partial\mathbf m}
=\mu_0\,(H+H_Km_x,\;0,\;-M_{\rm eff}m_z). \tag{3}
$$

## The spin torque as a field

A current density $J$ carries $J/e$ electrons per unit area and time, each with spin angular momentum of magnitude $\hbar/2$. With an efficiency $\eta$, the available flux of spin angular momentum is $\hbar\eta J/(2e)$. The layer, of thickness $t$, has angular momentum $M_st/\gamma$ per unit area, where $\gamma>0$ is the gyromagnetic ratio in rad/(s T). The ratio of the two is a rate:

$$
\frac{\hbar\eta J/(2e)}{M_st/\gamma}=\gamma b_J,\qquad
b_J=\frac{\hbar\eta J}{2eM_st}. \tag{4}
$$

Let the spin polarization be $\mathbf p=+\hat{\mathbf x}$. The layer absorbs the part of the spin flux transverse to $\mathbf m$, so the torque lies along $\pm\,\mathbf m\times(\mathbf m\times\mathbf p)$. Since

$$
\mathbf m\times(\mathbf m\times\mathbf p)=\mathbf m(\mathbf m\cdot\mathbf p)-\mathbf p , \tag{5}
$$

the plus sign pushes $\mathbf m$ away from $\mathbf p$. We call $J$ positive when it has this effect. The equation of motion, with Gilbert damping $\alpha$, is then

$$
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf b
+\alpha\,\mathbf m\times\dot{\mathbf m}
+\gamma b_J\,\mathbf m\times(\mathbf m\times\mathbf p). \tag{6}
$$

Every term on the right is perpendicular to $\mathbf m$, so $|\mathbf m|=1$ is preserved. Equation (6) assumes zero temperature, an efficiency independent of angle, and no Oersted field. A field-like spin torque is added later.

## Linear motion about the easy axis

The state $\mathbf m=+\hat{\mathbf x}$ is stationary for every $J$: there $\mathbf b$ and $\mathbf p$ are parallel to $\mathbf m$, and all torques vanish. The current therefore does not displace the equilibrium, and the question is whether small deviations grow.

Write $\mathbf m\simeq(1,y,z)$ with $|y|,|z|\ll1$. The change of $m_x$ is of second order. Define two stiffness fields in tesla,

$$
A=\mu_0(H+H_K),\qquad B=\mu_0(H+H_K+M_{\rm eff}). \tag{7}
$$

To first order (3) gives $\mathbf b=(A,0,-\mu_0M_{\rm eff}z)$. The three vector products in (6) are needed in their $y$ and $z$ components:

- For the field torque, $(\mathbf m\times\mathbf b)_y=zb_x-m_xb_z=Az+\mu_0M_{\rm eff}z=Bz$, and $(\mathbf m\times\mathbf b)_z=m_xb_y-yb_x=-Ay$.
- For damping, $\hat{\mathbf x}\times(0,\dot y,\dot z)=(0,-\dot z,\dot y)$.
- For the spin torque, (5) has the components $m_xy\simeq y$ and $m_xz\simeq z$.

Moving the damping terms to the left gives

$$
\dot y+\alpha\dot z=\gamma(b_Jy-Bz),\qquad
\dot z-\alpha\dot y=\gamma(Ay+b_Jz). \tag{8}
$$

A tilt in the plane is resisted by $A$ and a tilt out of the plane by $B$. The spin torque amplifies both tilts at the same rate.

To isolate $\dot y$, subtract $\alpha$ times the second equation from the first. To isolate $\dot z$, add $\alpha$ times the first to the second. The result is

$$
\begin{aligned}
(1+\alpha^2)\dot y&=\gamma\left[(b_J-\alpha A)y-(B+\alpha b_J)z\right],\\
(1+\alpha^2)\dot z&=\gamma\left[(A+\alpha b_J)y+(b_J-\alpha B)z\right].
\end{aligned}\tag{9}
$$

## The threshold

Solutions proportional to $e^{\lambda\tau}$, with $\tau$ the time, obey $\lambda^2-T\lambda+D=0$, where $T$ and $D$ are the trace and determinant of the matrix in (9). The trace is

$$
T=\frac{\gamma}{1+\alpha^2}\left[2b_J-\alpha(A+B)\right]. \tag{10}
$$

For the determinant we need

$$
\begin{aligned}
&(b_J-\alpha A)(b_J-\alpha B)+(B+\alpha b_J)(A+\alpha b_J)\\
&\quad=b_J^2-\alpha b_J(A+B)+\alpha^2AB\\
&\qquad+AB+\alpha b_J(A+B)+\alpha^2b_J^2\\
&\quad=(1+\alpha^2)(AB+b_J^2).
\end{aligned}
$$

The terms linear in $b_J$ cancel. Multiplying by the prefactor $\gamma^2/(1+\alpha^2)^2$ leaves

$$
D=\frac{\gamma^2(AB+b_J^2)}{1+\alpha^2}. \tag{11}
$$

Now assume $A>0$ and $B>0$, so that $+\hat{\mathbf x}$ is an energy minimum. Then $D>0$. The roots $\lambda=T/2\pm\sqrt{T^2/4-D}$ are either a complex pair with real part $T/2$, or two real numbers of the same sign as $T$. In both cases the state is stable for $T<0$ and unstable for $T>0$. Setting (10) to zero gives

$$
b_{J,c}=\frac{\alpha(A+B)}2
=\alpha\mu_0\left(H+H_K+\frac{M_{\rm eff}}2\right). \tag{12}
$$

Solving (4) for $J$ turns this into the instability current density,

$$
J_c=\frac{2e}{\hbar}\,\frac{\alpha}{\eta}\,M_st\,
\mu_0\left(H+H_K+\frac{M_{\rm eff}}2\right). \tag{13}
$$

The factor $1/2$ comes from averaging $A$ and $B$: both contain $H+H_K$, but only $B$ contains $M_{\rm eff}$. No expansion in $\alpha$ was made, so within (6) the result holds for any damping.

At threshold $T=0$ and the roots are $\pm i\omega_c$, with

$$
\omega_c=\gamma\sqrt{\frac{AB+b_{J,c}^2}{1+\alpha^2}}. \tag{14}
$$

The instability is therefore oscillatory. For weak damping the frequency follows the geometric mean $\sqrt{AB}$, while the threshold follows the arithmetic mean. A measured resonance frequency alone does not fix the field in (13).

Close to threshold, where the roots are complex, the amplitude changes at the rate

$$
\Gamma=\frac T2=\frac{\gamma(b_J-b_{J,c})}{1+\alpha^2}. \tag{15}
$$

This rate vanishes at $J_c$. Growth by a factor $r$ takes a time $(\ln r)/\Gamma$, so slightly above threshold a small initial tilt needs a long pulse to become large.

## Why the out-of-plane field enters

An energy balance shows the mechanism. For weak damping and weak spin torque, the motion during one cycle is nearly that of (8) with $\alpha=b_J=0$:

$$
\dot y=-\gamma Bz,\qquad \dot z=\gamma Ay. \tag{16}
$$

Insert $y=y_0\cos\omega\tau$ and $z=z_0\sin\omega\tau$. The two equations require $\omega y_0=\gamma Bz_0$ and $\omega z_0=\gamma Ay_0$, hence

$$
\omega=\gamma\sqrt{AB},\qquad \frac{z_0}{y_0}=\sqrt{\frac AB}. \tag{17}
$$

The orbit is an ellipse, flattened into the plane when $B\gg A$.

Using $m_x\simeq1-(y^2+z^2)/2$ in (1), the energy above the minimum is $M_s(Ay^2+Bz^2)/2$. Its rate of change is $M_s(Ay\dot y+Bz\dot z)$. The conservative velocities (16) contribute nothing to it. The damping adds the velocities $-\alpha\dot z=-\alpha\gamma Ay$ along $y$ and $\alpha\dot y=-\alpha\gamma Bz$ along $z$, while the spin torque adds $\gamma b_Jy$ and $\gamma b_Jz$. Therefore

$$
\frac{\dot E}{\gamma M_s}=-\alpha(A^2y^2+B^2z^2)+b_J(Ay^2+Bz^2). \tag{18}
$$

Over a cycle $\langle y^2\rangle=y_0^2/2$ and, by (17), $\langle z^2\rangle=Ay_0^2/(2B)$. The two averages are

$$
\begin{aligned}
\langle A^2y^2+B^2z^2\rangle&=\tfrac12Ay_0^2(A+B),\\
\langle Ay^2+Bz^2\rangle&=Ay_0^2.
\end{aligned}\tag{19}
$$

Gain equals loss when $b_J=\alpha(A+B)/2$, which is (12) again.

The out-of-plane excursion is small, but the torque it produces is large, because $B$ is large. Damping loss grows with the square of the torque. The two parts of the loss are in the ratio $A^2\langle y^2\rangle:B^2\langle z^2\rangle=A:B$, so the out-of-plane tilt accounts for a fraction $B/(A+B)$. An estimate with $H_K$ alone treats the precession as if it were circular in a field $A$, and misses most of this loss when $B\gg A$.

## Limits, the opposite state, and a field-like torque

If $M_{\rm eff}=0$, the two transverse directions are equally stiff, $A=B$, and the field in (13) becomes $H+H_K$. This is the case in which the anisotropy field alone is correct at $H=0$. If instead $M_{\rm eff}\gg H+H_K$, then

$$
J_c\simeq\frac{e}{\hbar}\frac{\alpha}{\eta}M_st\,\mu_0M_{\rm eff}, \tag{20}
$$

with a relative correction $2(H+H_K)/M_{\rm eff}$. In this limit, changing $H_K$ at fixed $M_{\rm eff}$ has little effect on the current density.

For the state $-\hat{\mathbf x}$, rotate the system by $180^\circ$ about $z$. This carries $-\hat{\mathbf x}$ into $+\hat{\mathbf x}$, leaves the anisotropy terms unchanged, and reverses both $H$ and $\mathbf p$. Reversing $\mathbf p$ in (6) is equivalent to reversing $J$. Hence

$$
J_c^{(-)}=-\frac{2e}{\hbar}\frac{\alpha}{\eta}M_st\,
\mu_0\left(-H+H_K+\frac{M_{\rm eff}}2\right), \tag{21}
$$

provided that $-H+H_K$ and $-H+H_K+M_{\rm eff}$ are positive. At $H=0$ the two thresholds have equal magnitude, because $\eta$ was taken to be independent of angle. If the efficiency differs between the two states, each threshold needs its own $\eta$.

A field-like torque $-\gamma b_F\,\mathbf m\times\mathbf p$ has the form of the torque from a field $b_F$ along $+x$. It adds $b_F$ to both $A$ and $B$. If it is proportional to the current, $b_F=\beta b_J$, the threshold condition becomes $b_J=\alpha(A+B)/2+\alpha\beta b_J$, or

$$
b_{J,c}=\frac{\alpha(A+B)}{2(1-\alpha\beta)} . \tag{22}
$$

Here $A$ and $B$ are the values without current. The result holds if $\alpha\beta<1$ and the shifted stiffnesses remain positive up to this point. For $|\alpha\beta|\ll1$ the correction is small.

The condition $A>0$, $B>0$ matters. If the applied field makes $A$ negative while $B$ stays positive, then $D<0$ at zero current, and one root is real and positive. The state is then already unstable without current. By (11), a current makes $D$ positive again once $b_J^2>|A|B$. A positive current stabilizes the state only if this happens below the value (12), that is if $|A|B<\alpha^2(A+B)^2/4$; for $\alpha=0.01$ and $B\approx0.8$ T this requires $|A|$ below about 0.02 mT. In that narrow case (13) marks the upper end of the stable interval. Otherwise no positive current gives a stable state, and (13) is not a threshold. A polarization not collinear with the easy axis also lies outside the derivation, because the current then shifts the equilibrium itself.

## The barrier contains a different field

Take $H=0$ and $M_{\rm eff}>0$. Any path from $+\hat{\mathbf x}$ to $-\hat{\mathbf x}$ must cross $m_x=0$, where (1) gives $E=\mu_0M_sM_{\rm eff}m_z^2/2\ge0$. The initial energy density is $-\mu_0M_sH_K/2$. Rotation within the plane keeps $m_z=0$ and reaches at most $E=0$, so it attains the lowest possible maximum. For a layer of volume $V$ the barrier is

$$
\Delta E=\tfrac12\mu_0M_sH_KV, \tag{23}
$$

independent of $M_{\rm eff}$. A slow thermal reversal can avoid the hard direction, whereas precession cannot. Equation (23) is the barrier for coherent rotation; an element large enough to reverse nonuniformly can have a lower one.

For a current perpendicular to the layer, with $I_c=J_cV/t$ and $\mu_0M_sH_KV=2\Delta E$, equation (13) becomes, at $H=0$,

$$
I_c=\frac{4e}{\hbar}\frac{\alpha}{\eta}\,\Delta E
\left(1+\frac{M_{\rm eff}}{2H_K}\right). \tag{24}
$$

The bracket is the price of elliptical precession at a given barrier. According to (2), perpendicular anisotropy lowers $M_{\rm eff}$ and so reduces this price without lowering the barrier, as long as $M_{\rm eff}$ stays positive.

## A numerical case

Consider round model parameters: $M_s=1.0$ MA/m, $t=2.0$ nm, $\alpha=0.010$, $\eta=0.50$, $\mu_0H_K=40$ mT, $\mu_0M_{\rm eff}=800$ mT and $H=0$. The element is an ellipse with axes of 100 nm and 50 nm and an area of $3927\ {\rm nm}^2$. From (7), $A=40$ mT and $B=840$ mT. Their mean is 440 mT, and (12) gives

$$
b_{J,c}=0.010\times440\ {\rm mT}=4.4\ {\rm mT}.
$$

Equation (13) then yields

$$
\begin{aligned}
J_c&=\frac{2e}{\hbar}\,\frac{0.010}{0.50}\,
(1.0\times10^6\ {\rm A/m})(2.0\times10^{-9}\ {\rm m})(0.440\ {\rm T})\\
&=5.35\times10^{10}\ {\rm A/m^2},
\end{aligned}
$$

or 5.35 MA/cm². Multiplication by the area gives $I_c=210\ \mu{\rm A}$. With $H_K$ alone the estimate would be $0.486\times10^{10}\ {\rm A/m^2}$, too small by the factor $440/40=11$.

The threshold was also located numerically from the full equation (6), without using (12). Seven cases were tested, covering applied fields of both signs, the state $-\hat{\mathbf x}$, $M_{\rm eff}=0$ and $\alpha=0.3$. The largest deviation, relative to the formula, was about $5\times10^{-11}$.

At threshold, (14) contains $\sqrt{40\times840+4.4^2}=183$ mT, which corresponds to 5.14 GHz. The orbit has $z_0/y_0=\sqrt{40/840}=0.218$. Although the out-of-plane amplitude is about a fifth of the in-plane one, it causes $840/880=95\%$ of the damping loss.

The energy-balance value in the numerical output is lower than $J_c$ by about one part in $10^4$. The loss was computed there with the full damped equation, which carries the factor $1/(1+\alpha^2)$ of (9), and the gain without damping. The difference is thus $\alpha^2=10^{-4}$, relative to $J_c$.

The barrier (23) is 157 zJ, or $38\,k_BT$ at 300 K. Halving $M_{\rm eff}$ lowers the mean stiffness to $40+200=240$ mT and the current density to $2.92\times10^{10}\ {\rm A/m^2}$, while the barrier remains 157 zJ.

## Instability is not yet switching

Equation (13) says when small deviations grow, not where they end. Three integrations of (6), each started with an in-plane tilt, show the difference for these parameters.

At $J=0.50J_c$ the tilt decays. By (15), with $\gamma$ eliminated through (14), the decay rate is $2\pi\times5.14\ {\rm GHz}\times2.2/183=0.39\ {\rm ns}^{-1}$. An initial tilt of 0.10 rad should therefore fall to about $6\times10^{-5}$ rad after 19 ns. The largest tilt found between 19 and 20 ns is $6.15\times10^{-5}$ rad. This current is more than five times the estimate based on $H_K$ alone, and the state is still stable.

At $J=1.05J_c$ the excess torque field is only 0.22 mT, and a small tilt needs about 26 ns to grow by a factor $e$. The run was therefore started from a tilt of 0.30 rad; a smaller tilt grows onto the same orbit. After 200 ns the magnetization has not reversed. It oscillates about $+\hat{\mathbf x}$ with an in-plane amplitude of $47.5^\circ$, and $m_x$ never fell below 0.675. The amplitude was tested to be steady within 2% between the last two intervals of 20 ns. On this large orbit gain balances loss at $1.05J_c$, so the balance at finite amplitude requires more current than the balance (19) at small amplitude.

At $J=1.40J_c$ the excess is 1.76 mT and the growth time is about 3 ns. The magnetization ends at $m_x=-1.00$ within the 60 ns of the run. There it stays, because the same current damps deviations from $-\hat{\mathbf x}$.

For this element, treated as a macrospin, and long pulses, the zero-temperature switching current from a small initial tilt therefore lies between $1.05J_c$ and $1.40J_c$; the three runs do not locate it more closely. At finite temperature, fluctuations supply the initial tilt and can also carry the magnetization over the barrier, so a long pulse may reverse it below the deterministic switching current. Equation (13) gives the current at which the easy-axis state loses its stability; a write current must be chosen from the full dynamics, for the intended pulse length and error rate. In a real element of this size the magnetization need not remain uniform at large amplitude, and the Oersted field left out of (6) reaches about 1 mT at the edge at $J_c$, so the macrospin bracket is a guide rather than a device specification.

## Computed values

```
Magnetization Ms: 1.00 MA/m
Thickness: 2.0 nm
Ellipse axes: 100 x 50 nm
Ellipse area: 3927.0 nm^2
Damping alpha: 0.010 (dimensionless)
Efficiency eta: 0.50 (dimensionless)
Applied field mu0 H: 0.0 mT
Anisotropy field mu0 H_K: 40.0 mT
mu0 M_eff: 800.0 mT
In-plane stiffness A: 40.0 mT
Out-of-plane stiffness B: 840.0 mT
Mean stiffness (A+B)/2: 440.0 mT
Torque field at threshold: 4.400 mT
Threshold J_c, full equation: 5.3478 10^10 A/m^2
Threshold J_c, formula: 5.3478 10^10 A/m^2
Threshold J_c, energy balance: 5.3473 10^10 A/m^2
Threshold J_c converted: 5.348 MA/cm^2
Threshold current I_c: 210.0 microampere
H_K-only estimate: 0.4862 10^10 A/m^2
J_c / H_K-only estimate: 11.00
Threshold frequency: 5.138 GHz
Orbit axis ratio z0/y0: 0.2182
Damping loss from out-of-plane tilt: 95.45 %
Energy barrier: 157.08 zJ
Barrier at 300 K: 37.92 k_B T
J_c with M_eff halved: 2.9170 10^10 A/m^2
Barrier with M_eff halved: 157.08 zJ
Run 1: J/J_c = 0.50, 20 ns, initial tilt 0.10 rad
Run 1 final tilt: 6.15e-05 rad
Run 2: J/J_c = 1.05, 200 ns, initial tilt 0.30 rad
Run 2 late in-plane amplitude: 47.5 degrees
Run 2 smallest m_x: 0.675 (dimensionless)
Run 3: J/J_c = 1.40, 60 ns, initial tilt 0.10 rad
Run 3 final m_x: -1.0000 (dimensionless)
Largest relative threshold error, 7 cases: 5.2e-11
```
